# Morse Zero-Point Energy and Bond Elongation from Unguided Diffusion Monte Carlo

## Problem

A diatomic vibration is modelled by one coordinate \(q\), the elongation of the bond from the potential minimum, with reduced mass \(m\) and the Morse potential

\[
V(q)=D\left(1-e^{-aq}\right)^2,\qquad -\infty<q<\infty .
\]

Rotation is left out, and energies are measured from the minimum. Hartree atomic units are used, so \(\hbar=1\). Define

\[
\lambda=\frac{\sqrt{2mD}}{a},\qquad \omega=a\sqrt{\frac{2D}{m}},\qquad x=\frac{\omega}{4D}.
\]

1. Find the ground state, its energy in terms of \(\omega\) and \(x\), and the gap to the first excited state.
2. In unguided diffusion Monte Carlo (DMC) no trial function steers the walkers. Show which density they sample, and obtain the zero-point energy from their mean potential.
3. Construct a DMC step with a time-step error of second order, and give a second energy estimator based on the weights.
4. Show how counting descendants gives averages over \(\psi_0^2\), and how fast the result converges with descendant time.
5. Calculate the mean of \(q\) over the raw walkers and the true mean elongation.
6. Carry out the calculation for \(D=0.05\) hartree, \(m=1000\) electron masses and \(a=1\) bohr\(^{-1}\). These are round model parameters.

## Solution

### 1. Ground state and gap

The definitions give two relations that will be used repeatedly:

\[
\omega=\frac{2D}{\lambda},\qquad x=\frac{1}{2\lambda}.
\]

Let \(z=2\lambda e^{-aq}\). Then \(d/dq=-a\,\theta\) with \(\theta=z\,d/dz\), so \(d^2/dq^2=a^2\theta^2\). Multiply the Schrödinger equation \(-\psi''/(2m)+V\psi=E\psi\) by \(2m/a^2\) and use \(2mD/a^2=\lambda^2\):

\[
\theta^2\psi=\left[\lambda^2\left(1-\frac{z}{2\lambda}\right)^2-\frac{2mE}{a^2}\right]\psi
=\left[\lambda^2-\frac{2mE}{a^2}-\lambda z+\frac{z^2}{4}\right]\psi. \tag{1}
\]

Try \(\psi_0=z^s e^{-z/2}\). Since \(\theta\psi_0=(s-z/2)\psi_0\), a second application gives

\[
\theta^2\psi_0=\left[\left(s-\frac z2\right)^2-\frac z2\right]\psi_0
=\left[s^2-\left(s+\tfrac12\right)z+\frac{z^2}{4}\right]\psi_0 .
\]

Comparison with (1) requires \(s=\lambda-\tfrac12\) and \(s^2=\lambda^2-2mE_0/a^2\). With \(a^2/(2m)=D/\lambda^2\),

\[
E_0=\frac{D}{\lambda^2}\left[\lambda^2-\left(\lambda-\tfrac12\right)^2\right]
=\frac D\lambda-\frac{D}{4\lambda^2}
=\frac{\omega}{2}-\frac{\omega x}{4}. \tag{2}
\]

The last form follows from \(\omega/2=D/\lambda\) and \(\omega x=D/\lambda^2\). At large \(q\), \(\psi_0\propto e^{-asq}\), so a bound state requires \(s>0\), that is \(\lambda>\tfrac12\). The function has no node and is therefore the ground state.

For the first excited state try \(\psi_1=z^\sigma e^{-z/2}p\) with \(p=c-z\). The product rule gives

\[
\theta^2\psi_1=z^\sigma e^{-z/2}\left\{\theta^2p+(2\sigma-z)\theta p+\left[\sigma^2-\left(\sigma+\tfrac12\right)z+\frac{z^2}{4}\right]p\right\},
\]

where \(\theta p=\theta^2p=-z\). Choose \(\sigma^2=\lambda^2-2mE_1/a^2\). Subtracting the right side of (1) and dividing by \(z\) leaves

\[
-1-2\sigma+z+\left(\lambda-\sigma-\tfrac12\right)(c-z)=0 .
\]

The terms in \(z\) cancel if \(\sigma=\lambda-\tfrac32\), and the constants then give \(c=2\sigma+1\). This state has one node and is bound for \(\lambda>\tfrac32\). Its energy is \(E_1=(D/\lambda^2)(3\lambda-\tfrac94)\), while \(E_0=(D/\lambda^2)(\lambda-\tfrac14)\). Hence

\[
E_1-E_0=\frac{D}{\lambda^2}(2\lambda-2)=\omega-2\omega x. \tag{3}
\]

### 2. The walker density and its mean potential

In imaginary time \(t\), the walker density \(f\) obeys

\[
\frac{\partial f}{\partial t}=\frac{1}{2m}\frac{\partial^2 f}{\partial q^2}-(V-E_{\rm ref})f .
\]

The first term is diffusion. The second creates or removes walkers. An eigenstate component of energy \(E_k\) evolves as \(e^{-(E_k-E_{\rm ref})t}\), so the ground state dominates at late times. The density becomes proportional to \(\psi_0\), which can serve as a probability density because it is positive and integrable. It is not the quantum position density \(\psi_0^2\).

Integrate \(-\psi_0''/(2m)+V\psi_0=E_0\psi_0\) over all \(q\). The integral of \(\psi_0''\) is the difference of \(\psi_0'\) at the two ends, which is zero. Therefore

\[
E_0=\frac{\int V\psi_0\,dq}{\int\psi_0\,dq}\equiv\langle V\rangle_{\rm w}. \tag{4}
\]

The subscript w marks an average over raw walkers. The mean potential of the walkers is the total energy, although the potential energy averaged over \(\psi_0^2\) is only a part of it.

To evaluate (4), set \(y=z/2=\lambda e^{-aq}\). Since \(|dq|=dy/(ay)\), the walker distribution is

\[
\psi_0\,|dq|\propto y^{s-1}e^{-y}\,dy ,
\]

a gamma distribution of shape \(s\). Its moments follow from \(\Gamma(k+1)=k\Gamma(k)\): \(\langle y\rangle=s\) and \(\langle y^2\rangle=s(s+1)\). With \(s=\lambda-\tfrac12\), the second is \(\lambda^2-\tfrac14\). Thus

\[
\langle V\rangle_{\rm w}=D\left\langle\left(1-\frac y\lambda\right)^2\right\rangle
=D\left[1-\frac{2\lambda-1}{\lambda}+\frac{\lambda^2-\frac14}{\lambda^2}\right]
=\frac D\lambda-\frac{D}{4\lambda^2},
\]

in agreement with (2).

### 3. A symmetric DMC step

Let \(T=-(1/2m)d^2/dq^2\), and use the step

\[
K=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}. \tag{5}
\]

The factor \(e^{-\tau T}\) solves the diffusion equation for a time \(\tau\): it adds a Gaussian displacement of mean zero and variance \(\tau/m\). A walker moved from \(q\) to \(q'\) then receives the weight

\[
w=e^{-\tau[V(q)+V(q')]/2}.
\]

Finally, \(N\) walkers are drawn from the weighted population, such that walker \(i\) has on average \(Nw_i/\sum_jw_j\) copies. This keeps the population fixed. The mean number of copies does not fix the scheme. The run below uses systematic resampling: with \(C_i=\sum_{j\le i}w_j/\sum_jw_j\), \(C_0=0\) and one uniform random number \(u\) in \([0,1)\) per step, walker \(i\) receives \(\lfloor NC_i+u\rfloor-\lfloor NC_{i-1}+u\rfloor\) copies. This is its mean number rounded down or up. Drawing the \(N\) walkers independently gives the same mean but more noise. Even with equal weights, a walker is then lost with probability \((1-1/N)^N\approx e^{-1}\) in every step.

Let \(\varphi\) be the positive leading eigenfunction of \(K\), with eigenvalue \(\Lambda\). Repeated steps bring the density to \(\varphi\). If \(\int\varphi\,dq=1\), the mean weight in the next step is \(\int K\varphi\,dq=\Lambda\). Writing \(\Lambda=e^{-\tau E_\tau}\) gives the growth energy

\[
E_\tau=-\frac{1}{\tau}\ln\langle w\rangle. \tag{6}
\]

The order of the time-step error follows from a formal symmetry. Write \(K(\tau)=e^{-\tau H(\tau)}\), where \(H(0)=T+V\). Reversing the factors in (5) shows that \(K(\tau)^{-1}=K(-\tau)\). The left side is \(e^{\tau H(\tau)}\) and the right side is \(e^{\tau H(-\tau)}\), so \(H(\tau)=H(-\tau)\). The expansion of \(H\) in \(\tau\) has no odd powers, and the leading errors in \(E_\tau\) and \(\varphi\) are of order \(\tau^2\).

A finite population adds another bias. Each resampling divides by a fluctuating total weight. The relative fluctuations are of order \(N^{-1/2}\); their linear effect averages to zero, and the quadratic effect leaves a bias of order \(1/N\). It is not measured separately here.

### 4. Descendant weighting

A walker at \(q\) has an expected weight \(\int K(q',q)\,dq'\) after one step. Because \(K\) is symmetric, this is \((K1)(q)\), where 1 is the constant function. After \(n\) steps, with \(t=n\tau\), the expected number of descendants relative to the population average is proportional to

\[
W_t(q)=\frac{(K^n1)(q)}{\Lambda^n}.
\]

The descendant-weighted mean of the old positions is

\[
q_t=\frac{\int q\,\varphi\,W_t\,dq}{\int\varphi\,W_t\,dq}. \tag{7}
\]

The symmetry of \(K\) allows \(K^n\) to be moved from the constant onto the other factor. The denominator becomes \(\Lambda^{-n}\int K^n\varphi\,dq=\int\varphi\,dq\). In the numerator, expand \(q\varphi\) in normalized eigenfunctions \(\varphi_k\) of \(K\), with \(\varphi_0=\varphi\) now normalized by \(\int\varphi^2dq=1\). With \(c_k=\int\varphi_k\,dq\) and \(q_{k0}=\int\varphi_k\,q\,\varphi_0\,dq\),

\[
q_t=q_{00}+\sum_{k\ge1}\frac{c_k}{c_0}\,q_{k0}\left(\frac{\Lambda_k}{\Lambda}\right)^n . \tag{8}
\]

The sum includes an integral over unbound states. All terms but the first decay, leaving \(q_{00}=\int q\,\varphi^2dq\). One factor \(\varphi\) comes from where the walkers are, and the other from how many descendants they leave.

For small \(\tau\), \((\Lambda_1/\Lambda)^n\approx e^{-(E_1-E_0)t}\). When \(\lambda>\tfrac32\), this is the slowest term, provided that \(c_1q_{10}\neq0\). Both factors can be checked with the Morse functions:

- Using \(\int_0^\infty z^{k-1}e^{-z/2}dz=2^k\Gamma(k)\),

\[
\int\psi_1dq=\frac1a\int_0^\infty z^{\sigma-1}e^{-z/2}(2\sigma+1-z)\,dz
=\frac{2^\sigma\Gamma(\sigma)}{a}(2\sigma+1-2\sigma)>0 .
\]

- The ratio \(\psi_1/\psi_0=(c-z)/z\) increases with \(q\), because \(z\) decreases. Its average over \(\psi_0^2\) vanishes by orthogonality. Its average product with \(q\) is thus the covariance of two increasing functions, which is positive, so \(q_{10}>0\).

The late error therefore decays at the rate \(\omega-2\omega x\).

In the simulation, every walker at the start of a block receives its own label and its position is stored. Copies inherit the label. At a later time, the stored positions belonging to the labels now present are averaged over the population. An ancestor with three living descendants enters three times, and one with none does not enter.

### 5. The two mean positions

For a gamma distribution of shape \(k\), differentiation of \(\Gamma(k)=\int_0^\infty y^{k-1}e^{-y}dy\) with respect to \(k\) gives

\[
\langle\ln y\rangle=\frac{\Gamma'(k)}{\Gamma(k)}\equiv\Psi(k),
\]

the digamma function. For raw walkers, \(y=\lambda e^{-aq}\) has shape \(s=\lambda-\tfrac12\). Since \(aq=\ln\lambda-\ln y\),

\[
a\langle q\rangle_{\rm w}=\ln\lambda-\Psi\left(\lambda-\tfrac12\right). \tag{9}
\]

For the quantum position density,

\[
\psi_0^2\,|dq|\propto z^{2s-1}e^{-z}\,dz ,
\]

so \(z\) itself has a gamma distribution of shape \(2s=2\lambda-1\). From \(aq=\ln2\lambda-\ln z\),

\[
a\langle q\rangle=\ln2\lambda-\Psi(2\lambda-1). \tag{10}
\]

For weak anharmonicity, \(\lambda\gg1\), use \(\Psi(k)\approx\ln k-1/(2k)\). To first order in \(1/\lambda\),

\[
a\langle q\rangle_{\rm w}\approx\frac{1}{2\lambda}+\frac{1}{2\lambda}=\frac1\lambda,\qquad
a\langle q\rangle\approx\frac{1}{2\lambda}+\frac{1}{4\lambda}=\frac{3}{4\lambda}.
\]

In each sum the first term comes from the logarithm and the second from \(1/(2k)\). The raw mean is too large by one third in this limit. In a harmonic well both means vanish by symmetry, so this particular observable would not reveal the difference between \(\psi_0\) and \(\psi_0^2\).

Near the loss of the bound state, \(\lambda\to\tfrac12\), the relation \(\Psi(k)=\Psi(k+1)-1/k\) shows that \(a\langle q\rangle_{\rm w}\approx1/(\lambda-\tfrac12)\) and \(a\langle q\rangle\approx1/(2\lambda-1)\). Both diverge as the state spreads outward, and the raw mean is then twice the true one.

### 6. Numerical calculation

The parameters give

\[
\lambda=\sqrt{2(1000)(0.05)}=10,\qquad
\omega=\sqrt{\frac{0.1}{1000}}=0.01\ \text{hartree},\qquad
x=\frac{0.01}{0.2}=0.05 .
\]

The analytic zero-point energy is

\[
E_0=0.005000-\frac{(0.01)(0.05)}{4}=0.004875\ \text{hartree},
\]

or 1069.94 cm\(^{-1}\). Equations (9) and (10) give \(\langle q\rangle_{\rm w}=0.10485\) bohr and \(\langle q\rangle=0.07784\) bohr. The leading estimates are 0.1000 and 0.0750 bohr.

The DMC run uses 4000 walkers and \(\tau=10\) atomic units, so the width of a move is \(\sqrt{10/1000}=0.1\) bohr. After 200 warm-up steps there are 300 blocks of 80 steps. Neighbouring blocks are merged in groups of five before the standard errors are calculated, to reduce the effect of correlation.

**Time-step error.** Diagonalizing \(K\) on a grid gives the finite-step results without sampling noise. Their shifts from the analytic values are:

| Quantity | \(\tau=10\) | \(\tau=5\) |
|---|---:|---:|
| Growth energy (microhartree) | −2.17 | −0.54 |
| Mean potential (microhartree) | −9.27 | −2.33 |
| True elongation (microbohr) | −98.1 | −24.6 |

Halving the step divides each shift by nearly four, as the second-order law requires. At this step the growth energy has the smaller shift of the two energy estimators.

**Energy.** The sampled values, in hartree, are

\[
E_{\rm growth}=0.0048696\pm0.0000023,\qquad
\langle V\rangle_{\rm w}=0.0048623\pm0.0000024 .
\]

The noise-free values at the same step are 0.0048728 and 0.0048657. Both sampled energies lie about 1.4 standard errors below them. They come from the same walkers, so they are not two independent deviations.

Subtracting the known time-step shift from the growth energy gives

\[
0.0048696+0.0000022=0.0048718\ \text{hartree},
\]

which is 1.4 standard errors below the analytic energy. Without this correction, the growth energy is \(1068.75\pm0.51\) cm\(^{-1}\). It lies \(130.4\pm2.3\) microhartree below \(\omega/2\), compared with the analytic lowering of 125 microhartree plus 2.2 from the time step. The anharmonic term is clearly resolved.

**Elongation.** The descendant-weighted means, with the values of (7) from the grid, are:

| \(t\) (atomic units) | DMC \(q_t\) (bohr) | Noise-free \(q_t\) (bohr) |
|---:|---:|---:|
| 0 | 0.10444 ± 0.00028 | 0.10488 |
| 100 | 0.09494 ± 0.00027 | 0.09519 |
| 200 | 0.08562 ± 0.00029 | 0.08598 |
| 400 | 0.07891 ± 0.00036 | 0.07923 |
| 800 | 0.07788 ± 0.00047 | 0.07778 |

At \(t=0\) the result is the raw walker mean. By \(t=800\) it has reached the true elongation within the statistical error: \(4.121\pm0.025\) pm, against the analytic 4.119 pm. The noise-free value at this time is 0.00006 bohr below the analytic one. The time step contributes −0.00010 bohr, and the unfinished descendant-time decay about +0.00004 bohr.

Equation (3) predicts a decay rate of \(0.01-2(0.01)(0.05)=0.009\) hartree. The rate found on the grid between \(t=800\) and \(t=1200\) is 0.008995 hartree.

A longer descendant time reduces the bias but leaves fewer independent ancestors. After 800 atomic units, 27.5 percent of the original walkers still have descendants. This fraction and the quoted standard errors belong to systematic resampling. With independent draws only about 2 percent survive the same 80 steps, and the error of the elongation at this time is about four times larger. Over the same interval the standard error of the elongation rises from 0.00028 to 0.00047 bohr. The descendant time should therefore be long enough for the remaining bias to fall below the statistical error, and no longer. Here \(1/(E_1-E_0)=111\) atomic units. At \(t=400\), which is 3.6 times this value, the noise-free mean is still 0.0014 bohr above the analytic one, about four standard errors. At \(t=800\) the bias is well below one standard error.

The numerical check checks the energy, the gap and both position formulas by diagonalizing the Hamiltonian, for this oscillator and for a second one with \(\lambda\approx3.2\).

## Values computed for the example and the checks

```
well depth D = 0.050 hartree
reduced mass m = 1000 electron masses
range parameter a = 1.0 1/bohr
lambda = 10.0000 (dimensionless)
omega = 0.010000 hartree
anharmonicity x = 0.0500 (dimensionless)
harmonic zero-point energy omega/2 = 0.005000 hartree
anharmonic lowering omega x/4 = 0.000125 hartree
analytic zero-point energy = 0.004875 hartree
analytic zero-point energy = 1069.94 cm^-1
diagonalized zero-point energy = 0.004875000 hartree
analytic gap E1-E0 = 0.009000 hartree
diagonalized gap E1-E0 = 0.009000000 hartree
analytic walker mean of q = 0.104847 bohr
diagonalized walker mean of q = 0.104847 bohr
analytic true elongation = 0.077840 bohr
diagonalized true elongation = 0.077840 bohr
analytic true elongation = 4.119 pm
leading estimates 1/(a lambda), 3/(4 a lambda) = 0.1000, 0.0750 bohr
time step = 10.0 a.u.; move width = 0.1000 bohr
walkers = 4000; warm-up steps = 200
blocks = 300; steps per block = 80
full step 10 a.u.: growth-energy shift = -2.173 microhartree
full step 10 a.u.: mean-potential shift = -9.271 microhartree
full step 10 a.u.: true-elongation shift = -98.11 microbohr
half step 5 a.u.: growth-energy shift = -0.544 microhartree
half step 5 a.u.: mean-potential shift = -2.334 microhartree
half step 5 a.u.: true-elongation shift = -24.58 microbohr
growth energy: shift ratio 10/5 a.u. = 3.9943, 2.50/1.25 a.u. = 3.9996
growth energy: remainder after removing tau^2 term = -0.00104 microhartree
mean potential: shift ratio 10/5 a.u. = 3.9726, 2.50/1.25 a.u. = 3.9983
mean potential: remainder after removing tau^2 term = -0.02129 microhartree
true elongation: shift ratio 10/5 a.u. = 3.9919, 2.50/1.25 a.u. = 3.9995
true elongation: remainder after removing tau^2 term = -0.06669 microbohr
DMC growth energy = 0.0048696 +/- 0.0000023 hartree
DMC growth energy = 1068.75 +/- 0.51 cm^-1
noise-free growth energy at this step = 0.0048728 hartree
DMC mean potential = 0.0048623 +/- 0.0000024 hartree
noise-free mean potential at this step = 0.0048657 hartree
DMC lowering below omega/2 = 130.43 +/- 2.32 microhartree
descendant time 0 a.u.: DMC q = 0.10444 +/- 0.00028 bohr; noise-free q = 0.10488 bohr
descendant time 100 a.u.: DMC q = 0.09494 +/- 0.00027 bohr; noise-free q = 0.09519 bohr
descendant time 200 a.u.: DMC q = 0.08562 +/- 0.00029 bohr; noise-free q = 0.08598 bohr
descendant time 400 a.u.: DMC q = 0.07891 +/- 0.00036 bohr; noise-free q = 0.07923 bohr
descendant time 800 a.u.: DMC q = 0.07788 +/- 0.00047 bohr; noise-free q = 0.07778 bohr
DMC true elongation = 4.121 +/- 0.025 pm
late decay rate of descendant-time error = 0.008995 hartree
walkers with descendants after 800 a.u. = 27.5 percent
```
